**Exchange splitting of a d shell with and without the core density in LSDA exchange**

With \(k=(6/\pi)^{1/3}\), a normalized shell density \(f\), spin occupations \(N_\uparrow, N_\downarrow\) and an unpolarized core density \(n_c\), the program compares the splitting \(D_{\rm full}=k\int f[(N_\uparrow f+n_c/2)^{1/3}-(N_\downarrow f+n_c/2)^{1/3}]\,d^3r\) with the result of linear unscreening, \(D_{\rm lin}=k(N_\uparrow^{1/3}-N_\downarrow^{1/3})\int f^{4/3}d^3r\). It asserts that both formulas agree with potentials from libxc, combined as the unscreening procedure prescribes. It also asserts that \(-D/2\) is the derivative of the libxc exchange energy with respect to the moment \(M=N_\uparrow-N_\downarrow\), and that integrating it over \(M\) gives the polarization energy. Further assertions cover the small-moment limits, the rise of \(D_{\rm lin}/D_{\rm full}\) on a scan of moments, and the lower bound on the local ratio on a range of radii. For the model parameters at \(M=3\), the output shows 3.95 eV with the core and 5.98 eV without it, an overestimate of 51 % relative to \(D_{\rm full}\). A parabolic partial core, asserted to give a value between the two, leaves an error of 5.6 %.

## Verification by program

```python
"""
Exchange splitting of a d shell from LSDA exchange, with and without the core
density in the argument of the functional (Hartree atomic units).

Result under test: with k = (6/pi)^(1/3), valence spin densities N_s f(r) and an
unpolarized core density n_c(r), the orbital-averaged splitting is
  full   D = k * int f [(N_up f + n_c/2)^(1/3) - (N_dn f + n_c/2)^(1/3)]
  linear D = k * (N_up^(1/3) - N_dn^(1/3)) * int f^(4/3)
Linear unscreening (second line) overestimates D, and the ratio linear/full
rises with the moment M = N_up - N_dn.  A partial core gives a value in between.
f: normalized d-shell density, exponent zeta; n_c: exponential core, decay beta.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import gamma, binom
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
k = (6 / np.pi) ** (1 / 3)

# model parameters
N_core, beta, zeta = 18.0, 6.0, 2.5
N_up, N_dn = 4.0, 1.0
N_val, M = N_up + N_dn, N_up - N_dn
C = (2 * zeta) ** 7 / (4 * np.pi * gamma(7))


def shell(r):
    return C * r**4 * np.exp(-2 * zeta * r)


def core_density(r):
    return N_core * beta**3 / (8 * np.pi) * np.exp(-beta * r)


# radius where core and valence densities are equal
r0 = brentq(lambda r: core_density(r) - N_val * shell(r), 0.2, 5.0, xtol=1e-13)

# radial Gauss-Legendre grid in two panels that meet at r0
x, w = np.polynomial.legendre.leggauss(200)
panels = [(0.0, r0), (r0, 16.0)]
r = np.concatenate([(b - a) / 2 * x + (a + b) / 2 for a, b in panels])
dr = np.concatenate([(b - a) / 2 * w for a, b in panels])
volume = 4 * np.pi * r**2 * dr
f, core = shell(r), core_density(r)
no_core = np.zeros_like(r)
assert abs(np.sum(volume * f) - 1) < 1e-10
assert abs(np.sum(volume * core) - N_core) < 1e-9


def local_splitting(up, dn, nc):
    return k * (np.cbrt(up + nc / 2) - np.cbrt(dn + nc / 2))


def splitting(moment, nc):
    up, dn = (N_val + moment) / 2, (N_val - moment) / 2
    return np.sum(volume * f * local_splitting(up * f, dn * f, nc))


def libxc_polarized(moment, nc):
    """Exchange energy and the two spin potentials from libxc."""
    up = (N_val + moment) / 2 * f + nc / 2
    dn = (N_val - moment) / 2 * f + nc / 2
    exc, vxc = libxc.eval_xc("LDA,", np.array([up, dn]), spin=1, deriv=1)[:2]
    return np.sum(volume * exc * (up + dn)), vxc[0][:, 0], vxc[0][:, 1]


def libxc_unpolarized_potential(density):
    return libxc.eval_xc("LDA,", density, spin=0, deriv=1)[1][0].ravel()


D_full = splitting(M, core)
J = 4 * np.pi * C ** (4 / 3) * gamma(25 / 3) / (8 * zeta / 3) ** (25 / 3)
D_lin = k * (N_up ** (1 / 3) - N_dn ** (1 / 3)) * J

# closed form of the shell integral against quadrature
assert abs(np.sum(volume * f ** (4 / 3)) - J) < 1e-9

# potentials from libxc, put together as the unscreening procedure prescribes
_, v_up, v_dn = libxc_polarized(M, core)
_, val_up, val_dn = libxc_polarized(M, no_core)
ionic_part = (libxc_unpolarized_potential(core + N_val * f)
              - libxc_unpolarized_potential(N_val * f))
lin_up, lin_dn = ionic_part + val_up, ionic_part + val_dn
assert abs(np.sum(volume * f * (v_dn - v_up)) - D_full) < 1e-8
assert abs(np.sum(volume * f * (lin_dn - lin_up)) - D_lin) < 1e-8
error_up = np.sum(volume * f * (lin_up - v_up))
error_dn = np.sum(volume * f * (lin_dn - v_dn))
assert error_up < 0 < error_dn and D_lin > D_full

# splitting as energy derivative, and polarization energy as integral over moment
E_pol = {}
xm, wm = np.polynomial.legendre.leggauss(24)
for name, nc, D in (("full", core, D_full), ("linear", no_core, D_lin)):
    h = 1e-3
    slope = (libxc_polarized(M + h, nc)[0] - libxc_polarized(M - h, nc)[0]) / (2 * h)
    assert abs(slope + D / 2) < 1e-6
    E_pol[name] = libxc_polarized(M, nc)[0] - libxc_polarized(0.0, nc)[0]
    moments = M / 2 * (xm + 1)
    integral = sum(M / 2 * wi * splitting(mi, nc) for mi, wi in zip(moments, wm))
    assert abs(E_pol[name] + integral / 2) < 1e-8
assert E_pol["linear"] < E_pol["full"] < 0

# small-moment limits of D/M against small finite moments
S_full = k / 3 * np.sum(volume * f**2 * ((N_val * f + core) / 2) ** (-2 / 3))
S_lin = k / 3 * (N_val / 2) ** (-2 / 3) * J
assert abs(splitting(0.01, core) / 0.01 - S_full) < 1e-5
assert abs(splitting(0.01, no_core) / 0.01 - S_lin) < 1e-5

# odd series with positive coefficients for the difference of cube roots
u = 0.6
coefficients = np.array([2 * binom(1 / 3, 2 * j + 1) for j in range(60)])
series = np.sum(coefficients * u ** (2 * np.arange(60) + 1))
assert np.all(coefficients > 0)
assert abs(series - ((1 + u) ** (1 / 3) - (1 - u) ** (1 / 3))) < 1e-12

# the ratio linear/full rises with the moment
scan = np.linspace(0.1, N_val, 50)
ratios = np.array([splitting(m, no_core) / splitting(m, core) for m in scan])
assert np.all(np.diff(ratios) > 0) and ratios[0] > S_lin / S_full
growth_lin = splitting(N_val, no_core) / N_val / S_lin
growth_full = splitting(N_val, core) / N_val / S_full
assert abs(growth_lin - 3 / 2 ** (2 / 3)) < 1e-8 and growth_full < growth_lin

# local ratio: small-moment value is a lower bound, and is reached for M -> 0
zone = (r > 0.3) & (r < 6.0)
fz, cz = f[zone], core[zone]
bound = (1 + cz / (N_val * fz)) ** (2 / 3)
local_ratio = (local_splitting(N_up * fz, N_dn * fz, 0 * cz)
               / local_splitting(N_up * fz, N_dn * fz, cz))
assert np.all(local_ratio >= bound * (1 - 1e-10))
f0, c0 = shell(r0), core_density(r0)
tiny = (local_splitting(2.505 * f0, 2.495 * f0, 0.0)
        / local_splitting(2.505 * f0, 2.495 * f0, c0))
assert abs(tiny - 2 ** (2 / 3)) < 1e-4

# partial core: parabola inside r0 with the value and slope of the true core
b_pc = -beta * c0 / (2 * r0)
a_pc = c0 - b_pc * r0**2
partial = np.where(r < r0, a_pc + b_pc * r**2, core)
step = 1e-5
true_slope = (core_density(r0 + step) - core_density(r0 - step)) / (2 * step)
assert abs(2 * b_pc * r0 - true_slope) < 1e-6
assert np.all(partial <= core * (1 + 1e-12))
D_part = splitting(M, partial)
assert D_full < D_part < D_lin

# where the error of linear unscreening arises
error_density = volume * f * (local_splitting(N_up * f, N_dn * f, no_core)
                              - local_splitting(N_up * f, N_dn * f, core))
inside = np.sum(error_density[r < r0]) / np.sum(error_density)
loc_lin = local_splitting(N_up * f0, N_dn * f0, 0.0)
loc_full = local_splitting(N_up * f0, N_dn * f0, c0)

print(f"core electrons N_c = {N_core:.0f}, core decay beta = {beta:.1f} bohr^-1")
print(f"d-shell exponent zeta = {zeta:.1f} bohr^-1")
print(f"N_up = {N_up:.0f}, N_dn = {N_dn:.0f}, moment M = {M:.0f}")
print(f"constant k = {k:.5f}")
print(f"shell normalization C = {C:.4f} bohr^-7")
print(f"shell integral J = {J:.5f} bohr^-1")
print(f"mean radius of core = {np.sum(volume * core * r) / N_core:.3f} bohr")
print(f"mean radius of d shell = {np.sum(volume * f * r):.3f} bohr")
print(f"radius r0 with n_c = n_v: {r0:.4f} bohr")
print(f"f at r0 = {f0:.5f} bohr^-3")
print(f"n_c = n_v at r0 = {c0:.5f} bohr^-3")
print(f"local splitting at r0, linear = {loc_lin:.5f} hartree")
print(f"local splitting at r0, full = {loc_full:.5f} hartree")
print(f"local ratio linear/full at r0, M = 3: {loc_lin / loc_full:.4f}")
print(f"local ratio at r0 for M -> 0: {2 ** (2 / 3):.4f}")
print(f"D full = {D_full:.5f} hartree = {D_full * HARTREE_EV:.3f} eV")
print(f"D linear = {D_lin:.5f} hartree = {D_lin * HARTREE_EV:.3f} eV")
print(f"error D linear - D full = {D_lin - D_full:.5f} hartree"
      f" = {(D_lin - D_full) * HARTREE_EV:.3f} eV")
print(f"relative error of D linear = {100 * (D_lin / D_full - 1):.1f} %")
print(f"error of up level = {error_up:.5f} hartree")
print(f"error of down level = {error_dn:.5f} hartree")
print(f"share of splitting error from r < r0 = {100 * inside:.1f} %")
print(f"polarization energy, full = {E_pol['full']:.5f} hartree")
print(f"polarization energy, linear = {E_pol['linear']:.5f} hartree")
print(f"ratio of polarization energies = {E_pol['linear'] / E_pol['full']:.4f}")
print("D/M in hartree: moment, full, linear, ratio linear/full")
print(f"  M -> 0: {S_full:.5f}  {S_lin:.5f}  {S_lin / S_full:.4f}")
for m in (1.0, 3.0, 5.0):
    a, b = splitting(m, core) / m, splitting(m, no_core) / m
    print(f"  M = {m:.0f}: {a:.5f}  {b:.5f}  {b / a:.4f}")
print(f"growth of D/M from M -> 0 to M = 5, full = {growth_full:.4f}")
print(f"growth of D/M from M -> 0 to M = 5, linear = {growth_lin:.4f}")
print(f"partial core coefficient a = {a_pc:.4f} bohr^-3")
print(f"partial core coefficient b = {b_pc:.4f} bohr^-5")
print(f"true core density at r = 0: {core_density(0.0):.2f} bohr^-3")
print(f"D partial core = {D_part:.5f} hartree = {D_part * HARTREE_EV:.3f} eV")
print(f"relative error with partial core = {100 * (D_part / D_full - 1):.2f} %")
print(f"share of linear error removed by partial core = "
      f"{100 * (D_lin - D_part) / (D_lin - D_full):.1f} %")
print("no test failed")
```

It prints:

```
core electrons N_c = 18, core decay beta = 6.0 bohr^-1
d-shell exponent zeta = 2.5 bohr^-1
N_up = 4, N_dn = 1, moment M = 3
constant k = 1.24070
shell normalization C = 8.6347 bohr^-7
shell integral J = 0.30132 bohr^-1
mean radius of core = 0.500 bohr
mean radius of d shell = 1.400 bohr
radius r0 with n_c = n_v: 1.0565 bohr
f at r0 = 0.05465 bohr^-3
n_c = n_v at r0 = 0.27324 bohr^-3
local splitting at r0, linear = 0.27656 hartree
local splitting at r0, full = 0.16383 hartree
local ratio linear/full at r0, M = 3: 1.6881
local ratio at r0 for M -> 0: 1.5874
D full = 0.14521 hartree = 3.951 eV
D linear = 0.21960 hartree = 5.976 eV
error D linear - D full = 0.07438 hartree = 2.024 eV
relative error of D linear = 51.2 %
error of up level = -0.02439 hartree
error of down level = 0.05000 hartree
share of splitting error from r < r0 = 68.2 %
polarization energy, full = -0.10653 hartree
polarization energy, linear = -0.15801 hartree
ratio of polarization energies = 1.4833
D/M in hartree: moment, full, linear, ratio linear/full
  M -> 0: 0.04639  0.06765  1.4583
  M = 1: 0.04659  0.06816  1.4631
  M = 3: 0.04840  0.07320  1.5122
  M = 5: 0.05582  0.12785  2.2906
growth of D/M from M -> 0 to M = 5, full = 1.2032
growth of D/M from M -> 0 to M = 5, linear = 1.8899
partial core coefficient a = 1.1393 bohr^-3
partial core coefficient b = -0.7759 bohr^-5
true core density at r = 0: 154.70 bohr^-3
D partial core = 0.15330 hartree = 4.172 eV
relative error with partial core = 5.57 %
share of linear error removed by partial core = 89.1 %
no test failed
```
